# Debye-Waller terms from first-order couplings: translational invariance and rigid ions

An electron moves in the potential of ions that vibrate about their equilibrium positions. Its Hamiltonian is

$$H=\frac{p^2}{2m}+V,\qquad V(\mathbf r;\{\mathbf R\})=\sum_\kappa v_\kappa(\mathbf r-\mathbf R_\kappa).$$

This form of $V$ is the rigid-ion approximation: each ion carries a fixed local potential with it. Greek letters $\alpha,\beta$ are Cartesian directions, and $H|n\rangle=E_n|n\rangle$ at the equilibrium positions. The wavefunctions obey periodic boundary conditions on a large box, so that $\mathbf p$ is Hermitian. The ions are displaced by $\mathbf u_\kappa$, and the electron is assumed to follow them statically, with no phonon energies in the denominators, until part (h). Write

$$A_{\kappa\alpha}=\frac{\partial V}{\partial R_{\kappa\alpha}}$$

for the first-order coupling operators. Until part (e), $|n\rangle$ is non-degenerate.

**(a) Expand the energy $E_n$ to second order in the displacements. Separate the part that comes from first-order couplings from the part that comes from second derivatives of $V$.**

*Solution.* The potential changes by

$$\delta V=\sum_{\kappa\alpha}u_{\kappa\alpha}A_{\kappa\alpha}+\frac12\sum_{\kappa\alpha,\kappa'\beta}u_{\kappa\alpha}u_{\kappa'\beta}\frac{\partial^2V}{\partial R_{\kappa\alpha}\partial R_{\kappa'\beta}}+\dots$$

For rigid ions each term of $V$ contains one ion position, so the second derivative vanishes unless $\kappa=\kappa'$. Two contributions to the energy are quadratic in $u$. The quadratic part of $\delta V$ enters through its expectation value, and the linear part enters through second-order perturbation theory:

$$\sum_{m\ne n}\frac{|\langle m|\sum u_{\kappa\alpha}A_{\kappa\alpha}|n\rangle|^2}{E_n-E_m}
=\sum_{\kappa\alpha,\kappa'\beta}u_{\kappa\alpha}u_{\kappa'\beta}\,\mathrm{Re}\sum_{m\neq n}\frac{\langle n|A_{\kappa\alpha}|m\rangle\langle m|A_{\kappa'\beta}|n\rangle}{E_n-E_m}.$$

The real part may be taken because the left side is real. With the definitions

$$F_{\kappa\alpha,\kappa'\beta}=2\,\mathrm{Re}\sum_{m\ne n}\frac{\langle n|A_{\kappa\alpha}|m\rangle\langle m|A_{\kappa'\beta}|n\rangle}{E_n-E_m},\qquad
D_{\kappa,\alpha\beta}=\Big\langle n\Big|\frac{\partial^2V}{\partial R_{\kappa\alpha}\partial R_{\kappa\beta}}\Big|n\Big\rangle,$$

the quadratic energy is

$$\Delta E_n=\underbrace{\frac12\sum_{\kappa\alpha,\kappa'\beta}F_{\kappa\alpha,\kappa'\beta}\,u_{\kappa\alpha}u_{\kappa'\beta}}_{\text{Fan}}+\underbrace{\frac12\sum_{\kappa\alpha\beta}D_{\kappa,\alpha\beta}\,u_{\kappa\alpha}u_{\kappa\beta}}_{\text{Debye-Waller}}.$$

The Debye-Waller term is the energy change of a frozen wavefunction, and the Fan term comes from the response of the wavefunction. In a harmonic thermal average the linear shift drops out, since $\langle u_{\kappa\alpha}\rangle=0$, and each product $u_{\kappa\alpha}u_{\kappa'\beta}$ becomes a covariance. The coefficients $F$ and $D$ stay the same.

**(b) Find the matrix elements of $\sum_{\kappa'}A_{\kappa'\beta}$, the coupling to a displacement shared by all ions.**

*Solution.* Since $v_{\kappa'}$ depends on $\mathbf r-\mathbf R_{\kappa'}$, a derivative with respect to the ion position is minus the derivative with respect to $\mathbf r$. Summed over ions,

$$\sum_{\kappa'}A_{\kappa'\beta}=-\frac{\partial V}{\partial r_\beta}.$$

From $p_\beta=-i\hbar\,\partial/\partial r_\beta$ one has $[p_\beta,V]=-i\hbar\,\partial V/\partial r_\beta$. Dividing by $i\hbar$ gives $-\partial V/\partial r_\beta=[p_\beta,V]/(i\hbar)$. The kinetic energy commutes with $p_\beta$, so $V$ may be replaced by $H$:

$$\sum_{\kappa'}A_{\kappa'\beta}=\frac{[p_\beta,H]}{i\hbar},\qquad
\langle m|\sum_{\kappa'}A_{\kappa'\beta}|n\rangle=\frac{E_n-E_m}{i\hbar}\langle m|p_\beta|n\rangle.$$

In the last step $H$ acts to the right in $p_\beta H$ and to the left in $Hp_\beta$. The diagonal element is zero: a common displacement causes no first-order shift.

**(c) Show that the first-order couplings determine the Debye-Waller coefficient of each ion separately.**

*Solution.* Sum $F$ over its second ion index and insert (b). The energy denominator cancels:

$$\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}=2\,\mathrm{Re}\sum_{m\neq n}\frac{\langle n|A_{\kappa\alpha}|m\rangle\langle m|p_\beta|n\rangle}{i\hbar}.$$

The term $m=n$ may now be added, because both of its expectation values are real and the factor $1/i$ makes it imaginary. Completeness then gives

$$\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}=2\,\mathrm{Re}\,z,\qquad z=\frac{\langle n|A_{\kappa\alpha}p_\beta|n\rangle}{i\hbar}.$$

Both operators are Hermitian, so $z^*=-\langle n|p_\beta A_{\kappa\alpha}|n\rangle/(i\hbar)$. Therefore

$$2\,\mathrm{Re}\,z=z+z^*=\frac{\langle n|[A_{\kappa\alpha},p_\beta]|n\rangle}{i\hbar}=\Big\langle n\Big|\frac{\partial A_{\kappa\alpha}}{\partial r_\beta}\Big|n\Big\rangle,$$

where $[A,p_\beta]=i\hbar\,\partial A/\partial r_\beta$ was used. For a rigid ion, $A_{\kappa\alpha}$ depends on $\mathbf r-\mathbf R_\kappa$ alone, so $\partial A_{\kappa\alpha}/\partial r_\beta=-\partial A_{\kappa\alpha}/\partial R_{\kappa\beta}$. Its expectation value is $-D_{\kappa,\alpha\beta}$, and

$$\boxed{D_{\kappa,\alpha\beta}=-\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}}$$

No second derivative of the potential is needed, but the sum over $m$ must be complete. The off-diagonal tensor components obey the same rule. In a low-symmetry two-dimensional test crystal with three ions per cell, for the second band at $\mathbf k=(0.2,\,0.1)$ bohr⁻¹, $D_{xy}$ of the first ion is $-0.021585$ hartree/bohr² both from the second derivative and from the couplings.

**(d) Compare the Fan and Debye-Waller shifts for equal displacements of all ions, then for relative motion. Evaluate both cases for a one-dimensional crystal with two ions per cell.**

*Solution.* Inserting (c) into the Debye-Waller term of (a) gives

$$\Delta E_{\rm DW}=-\frac12\sum_{\kappa\alpha,\kappa'\beta}F_{\kappa\alpha,\kappa'\beta}\,u_{\kappa\alpha}u_{\kappa\beta},$$

$$\Delta E_n=\frac12\sum_{\kappa\alpha,\kappa'\beta}F_{\kappa\alpha,\kappa'\beta}\,u_{\kappa\alpha}\,(u_{\kappa'\beta}-u_{\kappa\beta}).$$

If all $\mathbf u_\kappa$ are equal, every bracket is zero and the two shifts cancel. Physically, the whole potential has moved, the wavefunction moves with it, and the energy is unchanged. The frozen-wavefunction energy is compensated by the response of the wavefunction.

In this last form the cancellation survives if the sum over $m$ is cut off, provided that both terms use the same truncated $F$. It is then built in, and so it says nothing about whether $D$ itself has converged.

In one dimension, write $F_{12}$ for the element that couples two ions. Since $F_{12}=F_{21}$, the sum contains $u_1(u_2-u_1)+u_2(u_1-u_2)=-(u_1-u_2)^2$, and

$$\Delta E_n=-\tfrac12F_{12}(u_1-u_2)^2.$$

Only relative motion shifts the level.

For the example take cell length $a=5.0$ bohr and Gaussian wells $v(x)=-w\,e^{-x^2/2s^2}$. Ion 1 sits at 0.0 bohr with $w=1.5$ hartree and $s=0.7$ bohr. Ion 2 sits at 2.2 bohr with $w=0.8$ hartree and $s=0.9$ bohr. The state is the bottom of the lowest band, at $k=0$. All periodic copies of an ion move together, so $\kappa$ labels a sublattice and $v_\kappa$ stands for its periodic sum. The derivation is unchanged.

In hartree/bohr², the Fan matrix is $F_{11}=-1.101969$, $F_{12}=0.348164$, $F_{22}=-0.143502$. The rule in (c) gives

$$D_1=1.10197-0.34816=0.7538,\qquad D_2=0.14350-0.34816=-0.2047.$$

The second derivatives of the potential give the same values directly. A negative $D_2$ is possible because a Gaussian well has positive curvature for $|x|<s$ and negative curvature outside. The density-weighted average can have either sign.

The Debye-Waller coefficient for displacements of equal size is $\tfrac12(D_1+D_2)=0.27457$ hartree/bohr². The Fan coefficients for equal and opposite displacements are

$$\tfrac12(F_{11}+2F_{12}+F_{22})=-0.27457,\qquad \tfrac12(F_{11}-2F_{12}+F_{22})=-0.97090,$$

in the same unit. For displacements of 0.1 bohr, multiply by 0.01 bohr². The Debye-Waller shift is 0.002746 hartree, or 74.7 meV. The Fan shift for equal displacements is $-74.7$ meV, and the sum is zero. For opposite displacements the Fan shift is $-264.2$ meV, which leaves a second-order total of $-189.5$ meV. This is the quadratic part only. For a fixed opposite displacement the linear shift of (a) also contributes, since no symmetry of this cell removes it; it drops out only in the average over $\pm u$.

The formula for relative motion agrees: with $u_1-u_2=2u$ it gives the coefficient $-2F_{12}=-0.69633$ hartree/bohr². Finite differences of the band-edge energy give $-0.696327$ hartree/bohr².

**(e) What remains of the rule when $E_n$ is degenerate?**

*Solution.* Let $\mathcal D$ be the set of states with energy $E_n$. All of them must now be left out of the sum in $F$. In (c), completing the sum requires adding them back, so that

$$D_{\kappa,\alpha\beta}+\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}=-2\,\mathrm{Re}\sum_{m\in\mathcal D}\frac{\langle n|A_{\kappa\alpha}|m\rangle\langle m|p_\beta|n\rangle}{i\hbar}.$$

The term $m=n$ still vanishes, but the others need not. There are two ways out.

First, $\mathbf p$ does not connect Bloch states of different crystal momentum. Degeneracy between $k$ and $-k$ is therefore harmless if Bloch states are used.

Second, for a degeneracy at one $k$, sum over $n\in\mathcal D$. With $A$ and $p$ restricted to $\mathcal D$, the right side becomes $-\mathrm{tr}[A,p]/(i\hbar)$. The trace of a commutator of finite matrices is zero, so the rule holds for the sum over the set.

A supercell of three cells shows the difference. It folds $k=\pm2\pi/(3a)$ of the lowest band onto a degenerate pair. For one ion of the supercell, the Bloch states satisfy the rule to about $10^{-14}$ hartree/bohr². For equal-weight mixtures $(|+\rangle+e^{i\varphi}|-\rangle)/\sqrt2$ the right side above is proportional to $\mathrm{Im}(e^{i\varphi}\langle+|A|-\rangle)$, so the violation varies with the relative phase. The origin of $\varphi$ depends on the arbitrary phases of $|\pm\rangle$. The largest violation among the four phases tested, 0.0146 hartree/bohr², therefore gives only the size of the effect. The violations of each orthogonal pair cancel in the trace.

**(f) Suppose the potential of one ion also depends on where the other ions are. Which part of the result survives?**

*Solution.* Translational invariance now reads $V(\mathbf r+\mathbf d;\{\mathbf R+\mathbf d\})=V(\mathbf r;\{\mathbf R\})$. Differentiation with respect to $\mathbf d$ again gives $\sum_{\kappa'}A_{\kappa'\beta}=-\partial V/\partial r_\beta$, so (b) holds, and so does (c) up to $\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}=\langle\partial A_{\kappa\alpha}/\partial r_\beta\rangle$. The operator $A_{\kappa\alpha}$ is itself invariant under a common translation, but it now depends on all ion positions:

$$\frac{\partial A_{\kappa\alpha}}{\partial r_\beta}=-\sum_{\kappa'}\frac{\partial^2V}{\partial R_{\kappa\alpha}\partial R_{\kappa'\beta}}.$$

Hence

$$\sum_{\kappa'}\Big\langle n\Big|\frac{\partial^2V}{\partial R_{\kappa\alpha}\partial R_{\kappa'\beta}}\Big|n\Big\rangle=-\sum_{\kappa'}F_{\kappa\alpha,\kappa'\beta}.$$

A uniform displacement still costs nothing if all second derivatives are kept. What is lost is access to the site-diagonal term alone. Translational invariance fixes the row sum, and the rigid-ion approximation reduces that row to one element.

To see the size of the effect in the example, multiply the whole potential by $1+0.2\cos[2\pi(R_1-R_2)/a]$. For ion 1 the second derivatives have expectation values $D_{11}=0.16781$ and $D_{12}=0.33255$ hartree/bohr². Their sum, 0.50036 hartree/bohr², equals the value from first-order couplings. Used as an estimate of $D_{11}$ alone, that value is too large by a factor of about three.

**(g) Replace the uniform displacement by a long wave, $u\cos(qx)$, in the one-dimensional crystal. Does the static cancellation return as $q\to0$?**

*Solution.* Let $j$ run over all ions, at positions $x_j$, and set $W_q=\sum_j e^{iqx_j}\,\partial V/\partial x_j$. The linear perturbation is $\tfrac u2(W_q+W_{-q})$, which takes $k$ to $k\pm q$. Write $h_m(\pm q)=\langle m,k\pm q|W_{\pm q}|n,k\rangle$. The Fan shift is

$$\frac{u^2}{4}\sum_{\pm}\sum_m\frac{|h_m(\pm q)|^2}{E_{nk}-E_{m,k\pm q}}.$$

In the Debye-Waller term, $\cos^2(qx_j)=\tfrac12+\tfrac12\cos(2qx_j)$. The second part transfers momentum $\pm2q$ and has no diagonal element for small nonzero $q$. The shift is therefore $\tfrac{u^2}{4}\sum_\kappa D_\kappa$. Dividing both by the mean-square displacement $u^2/2$ gives the coefficient

$$S(q)=\frac12\sum_\pm\sum_m\frac{|h_m(\pm q)|^2}{E_{nk}-E_{m,k\pm q}}+\frac12\sum_\kappa D_\kappa.$$

*Interband part, $m\ne n$.* The denominators stay finite, and $h_m\to\langle m|\sum_\kappa A_\kappa|n\rangle$. The sum tends to $\tfrac12\sum_{\kappa\kappa'}F_{\kappa\kappa'}$, which cancels the Debye-Waller term.

*Intraband part, $m=n$, at the band edge $k=0$.* By (b), $h_n(0)=0$, but the denominator $-\hbar^2q^2/2m^*$ also vanishes. The term of $h_n$ linear in $q$ is needed. Let $\phi_q$ be the cell-periodic part of the Bloch function. Since $\partial V/\partial x_j=-v_j'(x-x_j)$,

$$h_n(q)=-\Big\langle\phi_q\Big|\sum_je^{-iq(x-x_j)}v_j'\Big|\phi_0\Big\rangle .$$

Expanding the exponential gives $iq\langle\sum_j(x-x_j)v_j'\rangle$. Expanding $\phi_q$ with the perturbation $\hbar qp/m$ gives

$$\delta\phi=\frac{\hbar q}{m}\sum_{l\ne n}|l\rangle\frac{\langle l|p|n\rangle}{E_n-E_l}.$$

With (b), its contribution is

$$\langle\delta\phi|{-V'}|\phi_0\rangle=\frac{\hbar q}{m}\sum_{l\neq n}\frac{|\langle l|p|n\rangle|^2}{i\hbar}=-\frac{iq}{m}\langle p^2\rangle=-2iq\langle T\rangle,$$

where $T=p^2/2m$, and $\langle n|p|n\rangle=0$ at the edge. Thus $h_n=iq\,\Xi$ to first order, with

$$\Xi=-2\langle T\rangle+\Big\langle\sum_j(x-x_j)v_j'(x-x_j)\Big\rangle.$$

This is the change of the band edge per unit strain. Stretch all ion positions by $1+\varepsilon$ and set $x=(1+\varepsilon)y$. The kinetic energy becomes $T/(1+\varepsilon)^2$ and the potentials become $v_j((1+\varepsilon)(y-x_j))$. The derivative of the energy at $\varepsilon=0$ is the expression above.

The two signs of $q$ contribute equally, so

$$S(q\to0)=\frac{q^2\Xi^2}{-\hbar^2q^2/2m^*}=-\frac{2m^*\Xi^2}{\hbar^2}.$$

For the second-order coefficient at a band edge with $\Xi\ne0$, the answer is no. The wave carries a strain of amplitude $uq$, which moves the band edge up and down by $\Xi uq$, and at a band minimum a static electron lowers its energy by gathering where the edge is low. Second order is valid only while $|\Xi|uq\ll\hbar^2q^2/2m^*$, so $u\to0$ is taken before $q\to0$. At fixed $u$ the lowering cannot exceed about $|\Xi|uq$, which vanishes as $q\to0$. At $q=0$ there is no strain.

In the example, direct stretching of the crystal gives $\Xi=0.6882$ hartree, and the band curvature gives $m^*=1.6755$ electron masses. With $\hbar=1$ the prediction is $-2(1.6755)(0.6882)^2=-1.587$ hartree/bohr². The coefficient computed at $q=10^{-4}$ bohr⁻¹ is also $-1.587$ hartree/bohr². Meanwhile the interband part plus Debye-Waller falls from $-0.003801$ to $-0.000235$ hartree/bohr² when $q$ goes from $2\pi/16a$ to $2\pi/64a$. The factor of about 16 is the expected $q^2$ law: the sum over $+q$ and $-q$ is even in $q$, so no odd powers of $q$ occur.

*Away from the edge*, where the band velocity $v$ is nonzero, $|h_n(\pm q)|^2=c_2q^2\pm c_3q^3+\dots$, and the denominators begin with $\mp\hbar vq$. The leading terms, $\mp c_2q/(\hbar v)$, cancel between $+q$ and $-q$, and the rest is of order $q^2$. Here the static cancellation does return as $q\to0$ at fixed $k$. The expansion needs $q\ll|k|$: since $E_{n,-k}=E_{nk}$, one intraband denominator vanishes at $q=2|k|$, so the limit is not uniform as $k$ approaches the edge. At $k=0.3$ bohr⁻¹ and $q=0.001$ bohr⁻¹, a Debye-Waller coefficient of 0.304842 hartree/bohr² is reduced to a total of 0.000003 hartree/bohr².

**(h) Keep the energy $\hbar cq$ of an acoustic phonon in the denominators, with sound speed $c$. What happens to the remainder at the band edge?**

*Solution.* Take equal weights for absorption and emission, as for highly occupied phonon modes. With $\Delta=-\hbar^2q^2/2m^*$, the factor $1/\Delta$ becomes

$$\frac12\left(\frac1{\Delta+\hbar cq}+\frac1{\Delta-\hbar cq}\right)=\frac{\Delta}{\Delta^2-(\hbar cq)^2}=\frac1\Delta\,\frac1{1-(q_0/q)^2},\qquad q_0=\frac{2m^*c}{\hbar}.$$

For $q\gg q_0$ the static result is recovered. At $q=q_0$ the electron can absorb a phonon resonantly, and this perturbative expression diverges. For $q\ll q_0$ the factor tends to $1/(2m^*c^2)$, and the intraband part is

$$q^2\Xi^2\,\frac{1}{2m^*c^2}\to0 .$$

The electron cannot follow the wave statically, and the cancellation is restored.

With $c=0.002$ atomic units, $q_0=2(1.6755)(0.002)=0.0067$ bohr⁻¹. At $q=10^{-4}$ bohr⁻¹ the estimate is $(10^{-4}\times0.6882)^2/(2\times1.6755\times0.002^2)=0.00035$ hartree/bohr². The full coefficient, with interband and Debye-Waller parts included, is 0.000353 hartree/bohr², against $-1.587$ hartree/bohr² in the static treatment. The limits $q\to0$ and $c\to0$ therefore do not commute at a band edge. The remaining values are in the numerical output.

## Computed results

```
cell length: 5.0 bohr
ion 1: position 0.0 bohr, depth 1.5 hartree, width 0.7 bohr
ion 2: position 2.2 bohr, depth 0.8 hartree, width 0.9 bohr
band-edge energy: -1.000105 hartree
D ion 1, direct: 0.753806 hartree/bohr^2
D ion 1, from first-order couplings: 0.753806 hartree/bohr^2
D ion 2, direct: -0.204662 hartree/bohr^2
D ion 2, from first-order couplings: -0.204662 hartree/bohr^2
Fan F11, F12, F22: -1.101969, 0.348164, -0.143502 hartree/bohr^2
Debye-Waller coefficient: 0.274572 hartree/bohr^2
Fan coefficient, equal displacements: -0.274572 hartree/bohr^2
Fan coefficient, opposite displacements: -0.970899 hartree/bohr^2
Fan+DW, opposite: -0.696327 hartree/bohr^2
same from eigenvalue differences: -0.696327 hartree/bohr^2
displacement for shifts: 0.1 bohr
shift Debye-Waller: 0.002746 hartree = 74.715 meV
shift Fan, equal: -0.002746 hartree = -74.715 meV
shift Fan, opposite: -0.009709 hartree = -264.195 meV
shift Fan+DW, opposite: -0.006963 hartree = -189.480 meV
wave coefficients per mean-square displacement, hartree/bohr^2:
q=2pi/(4a)=0.31416/bohr: intra -1.462563, inter -0.345463, inter+DW -0.070891
q=2pi/(16a)=0.07854/bohr: intra -1.579478, inter -0.278373, inter+DW -0.003801
q=2pi/(64a)=0.01963/bohr: intra -1.586559, inter -0.274807, inter+DW -0.000235
q=2pi/(256a)=0.00491/bohr: intra -1.587001, inter -0.274587, inter+DW -0.000015
Fan+DW at q=2pi/(4a), formula: -1.533454 hartree/bohr^2
Fan+DW at q=2pi/(4a), supercell: -1.533453 hartree/bohr^2
strain response of band edge: 0.688196 hartree
effective mass: 1.675450 electron masses
predicted static remainder: -1.58703 hartree/bohr^2
small q: 1.0e-04 /bohr; sound speed: 0.002 a.u.
static Fan+DW at small q: -1.58701 hartree/bohr^2
Fan+DW with phonon energy: 0.000353 hartree/bohr^2
off-edge k: 0.3 /bohr, q: 0.001 /bohr
off-edge DW: 0.304842, static Fan+DW: 0.000003 hartree/bohr^2
2D ion 1 D_xy, direct: -0.021585 hartree/bohr^2
2D ion 1 D_xy, from couplings: -0.021585 hartree/bohr^2
2D largest Hessian difference: 3.5e-08 hartree/bohr^2
degenerate pair, Bloch defect: 1.1e-14 hartree/bohr^2
degenerate pair, mixed-state defect: 0.014553 hartree/bohr^2
degenerate pair, trace defect: 1.1e-14 hartree/bohr^2
non-rigid modulation: 0.2 (dimensionless)
non-rigid ion 1: D11 0.16781, D12 0.33255 hartree/bohr^2
non-rigid ion 1: D11+D12 0.50036, coupling rule 0.50036 hartree/bohr^2
```
